# Three ways to dope a diatomic chain are not equivalent

## The argument under review

The argument concerns a metallic chain with two different ions per cell, described by pseudopotentials, to which a small number $\delta$ of electrons per cell is added. Three procedures are offered:

- **F**, fractional ionic charge: the charge of one ion is raised by $\delta$.
- **J**, uniform background: the ions are kept, and a positive charge density $\delta/a$ is added, where $a$ is the cell length.
- **R**, rigid bands: the bands of the undoped chain are kept and filled further.

Three claims follow. First, since each procedure adds the same small charge, the results agree to first order in $\delta$. Second, since frozen bands leave the potential alone, the pressure in R is that of the undoped chain. Third, since a constant in the potential has no effect on the electrons, its cell average may be set to zero throughout.

The claims can be judged once the energy of each procedure has been written down, including the energy of the positive charge.

## The energy and its zero

I use Hartree atomic units and spin-paired electrons in the Hartree approximation, without exchange and correlation. Ions A and B sit at $x_A=0$ and $x_B=a/2$, with charges $Z_A$ and $Z_B$. All charges interact through $w(x)=1/\sqrt{x^2+b^2}$, whose transform is $w(G)=2K_0(b|G|)$, with $K_0$ a modified Bessel function. An electron sees the local model pseudopotential $Z_I[-w(x)+u(x)]$ of each ion, where $u$ is a short-range Gaussian repulsion. It scales with $Z_I$, so a change of ionic charge changes it too. Norm conservation plays no part in this local model.

Let $n$ be the electron density, $z$ the density of ionic charge, and $\nu/a$ the background, with $\nu=\delta$ in J and zero otherwise. Define $\rho=n-z-\nu/a$, which integrates to zero over a cell. The free energy per cell is

$$F=K-\theta S+\sum_I Z_I\!\int\! n(x)u(x-x_I)dx+\tfrac12\!\int_{\rm cell}\!\rho V_C\,dx-\tfrac12w(0)\sum_I Z_I^2 ,$$

where $K$ is the kinetic energy, $\theta$ the electronic temperature in energy units, $S$ the entropy, and

$$V_C(x)=\int w(x-y)\rho(y)\,dy$$

is the Coulomb potential energy of an electron. The last term of $F$ removes the interaction of each ion with itself.

The average of $V_C$ matters below. Choose a cell symmetric about an ion, so that it has neither charge nor dipole. Its transform at small $q$ is

$$\tilde\rho(q)=\int_{\rm cell}\rho\,e^{-iqx}dx=-\tfrac12q^2\int_{\rm cell}x^2\rho\,dx+\dots$$

The potential of this one cell, integrated over all $x$, is the limit of $w(q)\tilde\rho(q)$. Since $w(q)$ grows only as $-2\ln q$, the limit is zero. Summing the potentials of all cells and averaging over one cell gives the same integral divided by $a$. Hence $\bar V_C=0$, measured from the vacuum far from a long chain with such symmetric ends. A direct sum over 2001 cells, background included, was tested against the Fourier series with its $G=0$ term omitted, at both ion sites.

## Claim 1, part one: the energy

At self-consistency, the orbitals and occupations make $F$ stationary at fixed electron number $N$. To find the change with $N$, let $g_i=2f_i$ be the occupation of level $\varepsilon_i$, with $f_i=1/[e^{(\varepsilon_i-\mu)/\theta}+1]$. The entropy is $-2\sum_i[f_i\ln f_i+(1-f_i)\ln(1-f_i)]$, so

$$-\theta\frac{\partial S}{\partial g_i}=\theta\ln\frac{f_i}{1-f_i}=\mu-\varepsilon_i .$$

The other terms of $F$ contribute $\varepsilon_i$ per unit of $g_i$. Orbital changes contribute nothing, because they preserve normalization. Therefore $dF=\sum_i[\varepsilon_i+(\mu-\varepsilon_i)]dg_i=\mu\,dN$ when the positive charges are held fixed.

The positive charge adds its own explicit term. For the background, $\partial\rho/\partial\nu=-1/a$. The Coulomb energy is quadratic in $\rho$, so the factor $\tfrac12$ cancels:

$$\frac{\partial F}{\partial\nu}=-\frac1a\int_{\rm cell}V_C\,dx=-\bar V_C=0 .$$

For an ion, the same differentiation gives

$$\kappa_I=\frac{\partial F}{\partial Z_I}=-V_C(x_I)-Z_Iw(0)+\int n(x)u(x-x_I)\,dx .$$

The potential $V_C(x_I)$ contains $-Z_Iw(0)$ from the ion itself. The second term cancels that contribution, as it should.

Rigid bands do not supply a total energy by themselves. The natural completion adds the change in band free energy, $A=\sum_i g_i\varepsilon_i-\theta S$, computed with frozen levels:

$$F_R(\delta)=F_0+A(N_0+\delta)-A(N_0).$$

The index zero denotes the undoped chain. The derivation above gives $dA/dN=\mu$, and therefore

$$F_J'=F_R'=\mu_0,\qquad F_{F,I}'=\mu_0+\kappa_I ,$$

where a prime is the derivative with respect to $\delta$ at $\delta=0$. The background costs nothing at first order because it samples the average Coulomb potential. A fractional ionic charge samples the potential at one place, and the short-range repulsion as well.

For numbers, take $Z_A=1$, $Z_B=2$, $a=5$ bohr and $b=0.7$ bohr. The Gaussian has height 0.4 hartree and width 0.4 bohr, and $\theta=0.02$ hartree. These are round model parameters. With $N_0=3$, the electron count is that of one full band and a half-filled second one. The undoped chain has $\mu_0=0.695$, $\kappa_A=-1.142$ and $\kappa_B=-1.822$ hartree. The energy slopes are thus $0.695$ for J and R, $-0.447$ for F on A, and $-1.127$ for F on B. The slopes of J and F were tested against separate self-consistent solutions; that of R follows from $dA/dN=\mu$ and was not tested separately. The difference between A and B does not say which site a dopant prefers, since the energies of the separate ions have not been compared.

## Claim 1, part two, and claim 2: the pressure

In one dimension the pressure is a force, $P=-(\partial F/\partial a)$ at fixed $N$ and $\theta$. The ions keep their fractional positions, and the background stretches with the cell so that neutrality is preserved.

The explicit formula follows from the coefficients $N_G=a\,n(G)$ and $S_G=\sum_IZ_Ie^{-iGx_I}$, both real here and both held fixed under strain. Here $n(G)$ is the cell average of $n\,e^{-iGx}$. The kinetic energy scales as $a^{-2}$, the potential energies are

$$\frac1a\sum_G N_GS_G\,u(G)+\frac1{2a}\sum_{G\ne0}w(G)(N_G-S_G)^2 ,$$

and $dG/da=-G/a$. For any function $X(G)$, $-d[X/a]/da=[X+G\,dX/dG]/a^2$. Stationarity removes the changes of orbitals and occupations, so

$$P=\frac{2K}{a}+\frac1{a^2}\sum_GN_GS_G\Big[u+G\frac{du}{dG}\Big]+\frac1{2a^2}\sum_{G\ne0}\Big[w+G\frac{dw}{dG}\Big](N_G-S_G)^2 .$$

This was tested against differences of the free energy. The background does not appear explicitly, because it has no component at $G\ne0$. It acts through the electrons that it permits.

The doping pressure follows by exchanging the order of the derivatives with respect to $a$ and $\delta$:

$$P_J'=P_R'=-\frac{d\mu_0}{da},\qquad P_{F,I}'=-\frac{d(\mu_0+\kappa_I)}{da}.$$

The first result contradicts claim 2. A frozen potential means frozen with respect to filling, at each length. The bands still move when the chain is stretched, and the added electrons occupy levels that move. Keeping the undoped pressure would discard this contribution.

The slopes are $0.224$ hartree/bohr for J and R, $0.159$ for F on A, and $0.148$ for F on B. For $\delta=0.1$ the first-order estimate for J is $0.1\times0.224=0.0224$ hartree/bohr. The full calculation gives $0.0230$, and R gives the same to this accuracy. That is 16% of the undoped pressure, $0.142$ hartree/bohr, and claim 2 would set it to zero. The fractional charges give $0.0166$ on A and $0.0152$ on B. In other units the changes are 1.90 nN for J and R, 1.36 nN for A and 1.26 nN for B.

## Claim 1, part three: potentials and levels

Equal energy slopes do not imply equal potentials. In R the potential does not change at all. In J the added electrons are not uniform, whereas the background is, and the difference produces a field.

Let $f(x)$ be the density added per electron at fixed potential, normalized to one in the cell. Let $\chi_N$ be the density response of independent electrons to a potential at fixed number. For $G\ne0$ the density slope is

$$n'(G)=f(G)+\sum_{G'\ne0}\chi_N(G,G')V'(G').$$

In J the potential slope is $V'=wn'$, since the background has no such component. In F the changed ion adds its own potential,

$$d_I(G)=\frac{e^{-iGx_I}}a[-w(G)+u(G)].$$

Inserting $n'$ and collecting $V'$ on the left gives, in matrix form,

$$(1-w\chi_N)V_J'=wf,\qquad(1-w\chi_N)V_{F,I}'=wf+d_I .$$

In F there is also a uniform part, $u(G=0)/a$. It shifts every level equally and does not disturb the density at fixed $N$. The level slopes are the expectation values of the complete $V'$.

For $\delta=0.1$ the self-consistent changes, in millihartree, are:

| Change | J | R | F on A | F on B |
|---|---:|---:|---:|---:|
| $\mu$ | 29.3 | 28.8 | 35.2 | 39.4 |
| Band bottom | −0.6 | 0 | 10.0 | 4.4 |
| Zone-edge gap | 3.4 | 0 | −11.8 | 19.0 |
| Potential at A | 3.7 | 0 | −4.1 | 24.0 |
| Potential at B | −3.0 | 0 | 17.1 | −10.5 |

One row looks wrong at first: a more attractive ion raises the bottom of the band. The uniform part accounts for most of the rise for A and exceeds the rise for B. The sum $\alpha=\sum_IZ_I\int u\,dx$ is $1.203$ hartree bohr for three units of charge, so one unit contributes $0.401$. The uniform shift is $0.1\times0.401/5=0.0080$ hartree, or 8.0 millihartree. The Coulomb attraction of the added ionic charge has its average cancelled by the added electrons, but the short-range repulsion has no such partner. Without the uniform part, the band bottom moves by $+2.0$ millihartree for A and $-3.7$ for B.

The gap between the first two bands at $k=\pi/a$ is free of this question of zero. Before doping it is 148 millihartree. It changes by $+0.09$ eV in J, by $-0.32$ eV with the charge on A, and by $+0.52$ eV with the charge on B. Even the sign depends on the procedure.

The opposite signs can be traced. For $G=2\pi m/a$, the factor $e^{-iGx_B}$ is $(-1)^m$. The sources $d_A$ and $d_B$ are therefore opposite for odd $m$ and equal for even $m$. Because the response is linear, half the difference of the two gap slopes isolates the odd source:

$$\tfrac12(0.188+0.114)=0.151\ \text{hartree}.$$

It enters with a minus sign for A and a plus sign for B. Charge on A makes the ions more alike, and charge on B makes them less alike. The slope common to both is $\tfrac12(0.188-0.114)=0.037$ hartree, close to the J value of $0.035$.

This suggests a further case: put $\delta/2$ on each ion. To first order its gap slope is just the mean, $0.037$ hartree, so in this one gap it imitates the background well, although the even-$m$ part of $\tfrac12(d_A+d_B)$ survives and its potential still differs from that of J. Its pressure slope is also the mean, $\tfrac12(0.159+0.148)=0.153$ hartree/bohr, which is far from the background value of $0.224$. Agreement in a gap is thus no evidence of agreement in pressure.

## How far J and R stay together

The two procedures separate in energy at second order. At fixed $\mu$, a potential change $\Delta V$ alters the electron number. Let $D=\partial N/\partial\mu$ for frozen bands. The reciprocity of second derivatives of the grand potential gives $\partial N/\partial V(x)=-\partial n(x)/\partial\mu=-Df(x)$. Adding $\delta$ electrons therefore requires

$$\delta=D\,\Delta\mu-D\int_{\rm cell}f\,\Delta V\,dx .$$

In R, $\Delta V=0$ and $\mu_R'=1/D$. In J, $\Delta V=\delta V_J'$, and division by $D\delta$ gives

$$\mu_J'=\frac1D+C,\qquad C=\int_{\rm cell}f\,V_J'\,dx .$$

Since $dF/d\delta=\mu$ in both cases, integration yields

$$F_J-F_R=\tfrac12C\delta^2+O(\delta^3).$$

The coefficient $C$ is the Hartree cost of the uneven added density, reduced by screening. Since $(1-w\chi_N)^{-1}w=(w^{-1}-\chi_N)^{-1}$, it is the quadratic form $C=a\,f^\dagger(w^{-1}-\chi_N)^{-1}f$ over $G\ne0$, and it cannot be negative in this model: $w(G)$ is positive, and $\chi_N$ has no positive eigenvalue, because a perturbation at fixed number lowers the free energy of independent electrons at second order.

Here $C=0.00535$ hartree. For $\delta=0.1$ the estimate is $\tfrac12\times0.00535\times0.01=2.7\times10^{-5}$ hartree, against $2.5\times10^{-5}$ from the unrounded full energies (the six-decimal values in the output give $2.4\times10^{-5}$). The remaining difference is of higher order in $\delta$. The chemical potentials differ by $0.5$ millihartree, as expected from $C\delta$.

In the limit of a uniform added density, $f(G)$ vanishes for $G\ne0$. Then $V_J'=0$ and $C=0$, and rigid filling reproduces the first-order levels of J as well. In the opposite case, with the added electrons gathered on one sublattice, the source $wf$ is larger and the close agreement found here should not be assumed. In neither limit does the argument remove $d_I$, so F remains a separate procedure.

## Claim 3: the average of the potential

At fixed length a constant changes no density and no gap. It still enters energies compared at different charge, and it enters the pressure, which compares different lengths, because the constant depends on length. The $G=0$ part of the short-range energy is $N\alpha/a$. Dropping it leaves densities and gaps unchanged. It lowers the energy slope by $\alpha/a=0.241$ hartree in J and R and, since $\alpha$ grows with $N$ in F, by $2\alpha/a=0.481$ hartree there. It also removes $N\alpha/a^2$ from the pressure.

In J, $\alpha$ is fixed and $N$ grows by $\delta$. The doping pressure loses

$$\frac{\delta\alpha}{a^2}=\frac{0.1\times1.203}{25}=0.0048\ \text{hartree/bohr}.$$

It falls from $0.0230$ to $0.0182$ hartree/bohr, by 21% of the correct value; this was tested with free-energy differences. R loses the same amount, because every level loses $\alpha/a$. More generally, if the level zero is displaced by $c(a)$ without a compensating energy, the rigid-band doping pressure changes by $-\delta\,dc/da$.

In F the loss is larger, since both factors of $N\alpha$ grow. With $\alpha=0.401\,N$, the dropped energy is $0.401\,N^2/a$, and the loss is

$$\frac{0.401\,(3.1^2-3^2)}{25}=0.0098\ \text{hartree/bohr}.$$

For charge on A this would turn $0.0166$ into $0.0068$ hartree/bohr. The loss is the same for charge on B, since it depends only on $N$. The omission therefore cancels between J and R, and between the two sites in F, but not when F is compared with J or R.

The Coulomb average needs separate care. If its zero is moved by a constant, $\mu_0$ and $\bar V_C$ move together, and the general first-order energy of J is $\mu_0-\bar V_C$. That combination must also be used for R if the two are to agree. In three dimensions the interaction is $4\pi/q^2$, which cancels the factor $q^2$ in $\tilde\rho(q)$. The average then tends to a finite value that depends on how the cell, and hence the surface, is chosen. An absolute level has no meaning there until this choice is stated.

## What the conclusion may cover

The first-order results assume a smooth dependence on $\delta$, as in this metal at finite electronic temperature. For an insulator at zero temperature, adding and removing electrons have different slopes, and $\mu_0$ must be replaced by the appropriate band edge. A nonlocal pseudopotential replaces the integral over $u$ in $\kappa_I$ by the expectation value of the derivative of the short-range operator with respect to ionic charge. Exchange and correlation would add their own response to that of $w$, and the sign argument for $C$ would have to be made again.

The choice of procedure should follow from where the compensating charge resides. If it sits on substituted ions, F retains its site dependence, though it replaces a disordered alloy by identical average ions. If it lies far away and is spread evenly, it has no component at $G\ne0$, so J gives the density and the gaps. It does not give the levels. For a uniform line of charge acting through $1/\sqrt{x^2+d^2}$, the integral of $w(x)-1/\sqrt{x^2+d^2}$ over $x$ is $2\ln(d/b)$, so every level rises by $(2\delta/a)\ln(d/b)$. This is $0.106$ hartree for $d=10$ bohr and $\delta=0.1$, and it comes with a charging energy of second order in $\delta$. The pressure of J also includes the assumption that the background stretches with the chain. A distant charge need not do so, and its response to strain must then be modelled separately. R suits estimates in which the added density is nearly uniform, provided that its energy and level zero are specified. The remaining values are in the numerical output.

## Calculated quantities

```
Z_A=1, Z_B=2, N=3, added=0.1
a=5, b=0.7, u width=0.4 bohr
u height=0.4, temperature kT=0.02 hartree
Host free energy per cell: -1.590595 hartree
Host pressure: 0.142075 hartree/bohr
Host chemical potential: 0.695349 hartree
Host band bottom: 0.226468 hartree
Host zone-edge gap: 0.147950 hartree
kappa_A: -1.142265 hartree
kappa_B: -1.822329 hartree
Slope dP/dN, J, R: 0.223957 hartree/bohr
Slope dP/dN, F on A: 0.159027 hartree/bohr
Slope dP/dN, F on B: 0.147924 hartree/bohr
Slope dgap/dN, J: 0.035439 hartree
Slope dgap/dN, A: -0.114114 hartree
Slope dgap/dN, B: 0.187604 hartree
Screened Hartree cost: 0.005353 hartree
Changes for the full added charge (J; F on A; F on B):
J free energy: 0.070988 hartree
J pressure: 0.023012 hartree/bohr
J chemical potential: 0.029252 hartree
J band bottom: -0.000618 hartree
J zone-edge gap: 0.003434 hartree
J potential at A: 0.003683 hartree
J potential at B: -0.003023 hartree
A free energy: -0.047208 hartree
A pressure: 0.016560 hartree/bohr
A chemical potential: 0.035179 hartree
A band bottom: 0.010021 hartree
A zone-edge gap: -0.011785 hartree
A potential at A: -0.004115 hartree
A potential at B: 0.017062 hartree
B free energy: -0.114786 hartree
B pressure: 0.015242 hartree/bohr
B chemical potential: 0.039400 hartree
B band bottom: 0.004363 hartree
B zone-edge gap: 0.019017 hartree
B potential at A: 0.024026 hartree
B potential at B: -0.010516 hartree
R free energy: 0.070964 hartree
R pressure: 0.023035 hartree/bohr
R chemical potential: 0.028774 hartree
alpha, summed over ions: 1.203182 hartree bohr
J pressure, average dropped: 0.018200 hartree/bohr
J converted: pressure 1.896 nN, gap 0.0934 eV
A converted: pressure 1.364 nN, gap -0.3207 eV
B converted: pressure 1.256 nN, gap 0.5175 eV
R converted: pressure 1.898 nN
```
